\section*{Steady hydroxyl-radical level in an iron-peroxide metal slurry with rapid ferrous regeneration}

\section*{Setting}

An acidic slurry for polishing tungsten contains hydrogen peroxide, a little dissolved iron and organic additives. Ferrous iron and peroxide produce hydroxyl radicals by the Fenton reaction,
\begin{equation}
\mathrm{Fe^{2+}+H_2O_2\longrightarrow Fe^{3+}+OH^-+{}^{\bullet}OH},\qquad \text{constant }k_1 .
\end{equation}
The radicals are removed by peroxide (constant $k_H$), by ferrous iron ($k_F$) and by other scavengers $i$ of concentration $c_i$ (constants $k_i$). Ferric iron is reduced back to ferrous iron, for instance by the metal being polished, at a first-order rate $k_r$.

Write $H=[\mathrm{H_2O_2}]$, $F=[\mathrm{Fe^{2+}}]$, $R=[{}^{\bullet}\mathrm{OH}]$, and let $T$ be the total dissolved iron, so that $[\mathrm{Fe^{3+}}]=T-F$. The liquid is first taken as well mixed. The pH is near 2 to 3, iron stays dissolved, and each Fenton event is assumed to give one free hydroxyl radical. $H$ and $c_i$ are held fixed; ``steady'' thus refers to times short enough that little of them is consumed. Reactions between two radicals are left out until part (g).

The example uses rough, rounded values for 25~$^\circ$C:
\begin{itemize}
\item $H=0.60$ M (about 2 wt\%), $T=0.20$ mM (11 mg/L of iron);
\item 10 mM of a glycol-like additive and 1 mM of malonic acid;
\item $k_1=63$, $k_H=2.7\times10^7$, $k_F=3.2\times10^8$, $k_{\rm add}=1.0\times10^9$ and $k_{\rm mal}=2.0\times10^7$, all in M$^{-1}$s$^{-1}$.
\end{itemize}

\section*{(a) Rate balances}

\textbf{Question.} Write the balances for $R$ and $F$, and find the equation that fixes the steady radical level for any $k_r>0$. Show that it has one physical solution.

\textbf{Solution.} Two abbreviations are useful:
\begin{equation}
q=k_1H,\qquad \sigma=k_HH+\sum_i k_ic_i .
\end{equation}
Here $q$ is the rate at which one ferrous ion is oxidized by peroxide, and $\sigma$ is the rate at which one radical is lost to everything except iron. A Fenton event creates one radical and removes one ferrous ion. The reaction of a radical with ferrous iron removes one of each. Therefore
\begin{align}
\frac{dR}{dt}&=qF-(\sigma+k_FF)R,\label{rad}\\
\frac{dF}{dt}&=k_r(T-F)-qF-k_FFR.\label{iron}
\end{align}
In the steady state the first balance reads $qF-k_FFR=\sigma R$, so
\begin{equation}
F=\frac{\sigma R}{q-k_FR}.\label{Frad}
\end{equation}
The second, with the terms in $F$ collected, reads
\begin{equation}
k_rT=F(k_r+q+k_FR).\label{Firon}
\end{equation}
Inserting \eqref{Frad} into \eqref{Firon} and multiplying by $q-k_FR$ gives
\begin{equation}
k_rT(q-k_FR)=\sigma R(k_r+q+k_FR).
\end{equation}
Expanding and moving all terms to one side,
\begin{equation}
\sigma k_FR^2+\left[\sigma(k_r+q)+k_rk_FT\right]R-k_rqT=0.\label{quad}
\end{equation}
The coefficient of $R^2$ is positive and the constant term is negative. The product of the two roots is therefore negative, which leaves one positive root. Equation \eqref{Firon} then gives a positive $F$ smaller than $T$, so this root is physical.

\section*{(b) Rapid regeneration}

\textbf{Question.} Find the steady level when regeneration is rapid. State what ``rapid'' must mean, and bound the error.

\textbf{Solution.} Divide \eqref{quad} by $k_r$ and let $k_r\to\infty$ with everything else fixed. The terms $\sigma k_FR^2/k_r$ and $\sigma qR/k_r$ vanish, and $(\sigma+k_FT)R=qT$ remains. Hence
\begin{equation}
\boxed{R_0=\frac{k_1HT}{k_HH+k_FT+\sum_i k_ic_i}}\label{R0}
\end{equation}
The numerator is the radical production when all iron is ferrous; the denominator is the total loss rate of one radical.

To find the condition, return to finite $k_r$. The radical balance can be written $F(q-k_FR)=\sigma R$. The right side is positive, so $k_FR<q$: radicals oxidize ferrous iron more slowly than peroxide does. Using this in \eqref{Firon},
\begin{equation}
\frac FT=\frac{k_r}{k_r+q+k_FR}>\frac{k_r}{k_r+2q}.
\end{equation}
From \eqref{rad} the steady level at given $F$ is $R=qF/(\sigma+k_FF)$, and $R_0$ is the same expression with $F=T$. Their ratio is
\begin{equation}
\frac{R}{R_0}=\frac FT\,\frac{\sigma+k_FT}{\sigma+k_FF}\ge\frac FT ,
\end{equation}
because $F\le T$. Also $R\le R_0$, since $qF/(\sigma+k_FF)$ rises with $F$. Together,
\begin{equation}
0\le1-\frac{R}{R_0}\le\frac{2q}{k_r+2q}.\label{bound}
\end{equation}
Regeneration is thus certainly rapid enough if $k_r\gg2k_1H$. It does not have to compete with the much faster loss of radicals, but with the oxidation of ferrous iron.

The leading error follows from the same relations. By \eqref{Firon}, $(T-F)/T\simeq(q+k_FR_0)/k_r$. Differentiating $\ln R=\ln q+\ln F-\ln(\sigma+k_FF)$ gives
\begin{equation}
\frac{d\ln R}{d\ln F}=1-\frac{k_FF}{\sigma+k_FF}=\frac{\sigma}{\sigma+k_FF},
\end{equation}
and therefore, to first order in $1/k_r$,
\begin{equation}
1-\frac R{R_0}\simeq\frac{\sigma}{\sigma+k_FT}\,\frac{q+k_FR_0}{k_r}.\label{first}
\end{equation}

\section*{(c) Numbers, lifetime and start-up}

\textbf{Question.} Evaluate $R_0$ for the example. Which scavengers matter, and how fast is the level reached?

\textbf{Solution.} Production is
\begin{equation}
k_1HT=63\times0.60\times2.0\times10^{-4}=7.56\times10^{-3}\ \mathrm{M\,s^{-1}}.
\end{equation}
The loss rates of one radical are
\begin{align}
k_HH&=1.62\times10^7\ \mathrm{s^{-1}}, & k_{\rm add}c_{\rm add}&=1.00\times10^7\ \mathrm{s^{-1}},\nonumber\\
k_FT&=6.4\times10^4\ \mathrm{s^{-1}}, & k_{\rm mal}c_{\rm mal}&=2.0\times10^4\ \mathrm{s^{-1}}.
\end{align}
Their sum is $K=\sigma+k_FT=2.63\times10^7$ s$^{-1}$, so
\begin{equation}
R_0=\frac{7.56\times10^{-3}}{2.63\times10^7}\ \mathrm M\simeq0.29\ \mathrm{nM},
\end{equation}
or about $1.7\times10^{11}$ radicals per cm$^3$. Each scavenger takes a share of the radicals equal to its rate divided by $K$: peroxide 62\%, the additive 38\%, ferrous iron 0.2\% and malonic acid 0.1\%. At these concentrations malonic acid hardly acts as a scavenger. Its binding of iron, which could change $k_1$ and $k_r$, is outside the model.

If the iron is ferrous at the start and no radicals are present, $F$ stays near $T$ during the first moments and \eqref{rad} becomes $dR/dt=K(R_0-R)$. Its solution with $R(0)=0$ is
\begin{equation}
R(t)=R_0\left(1-e^{-Kt}\right).
\end{equation}
The time constant is the radical lifetime, $1/K=38$ ns. If the iron starts as ferric, the radicals must wait for ferrous iron to form. Since $k_FR_0\simeq0.09$ s$^{-1}$ is small beside $q=37.8$ s$^{-1}$, \eqref{iron} shows that this takes a time of order $1/(k_r+q)$. The radical level then follows the ferrous level with a lag of only tens of nanoseconds.

\section*{(d) Response to peroxide and iron}

\textbf{Question.} How does $R_0$ respond when peroxide or iron is added, with the other concentrations fixed?

\textbf{Solution.} Peroxide is both source and scavenger. At small $H$, $R_0$ is proportional to $H$. At large $H$, the term $k_HH$ dominates the denominator and $R_0$ approaches the ceiling
\begin{equation}
R_{\max}=\frac{k_1T}{k_H}=0.47\ \mathrm{nM}.
\end{equation}
Dividing \eqref{R0} by this ceiling gives
\begin{equation}
\frac{R_0}{R_{\max}}=\frac{H}{H+H_{1/2}},\qquad
H_{1/2}=\frac{k_FT+\sum_ik_ic_i}{k_H}=0.37\ \mathrm M .
\end{equation}
Half the ceiling is reached at $H=H_{1/2}$, where peroxide removes as many radicals as all other scavengers together. The local response is
\begin{equation}
\frac{d\ln R_0}{d\ln H}=1-\frac{k_HH}{K}=0.38 ,
\end{equation}
which is one minus the share of peroxide. A 10\% increase in peroxide therefore raises the radical level by a little under 4\%. Over a wider range, \eqref{R0} gives 0.10, 0.21, 0.29 and 0.36 nM at 0.1, 0.3, 0.6 and 1.2 M. The last doubling of peroxide gains about a quarter.

Iron behaves similarly, but its saturation is far away. At large $T$ and fixed $H$, $R_0\to k_1H/k_F$, and half of that limit requires $T=\sigma/k_F\simeq0.08$ M. This is some 400 times the iron in the example, where $R_0$ is accordingly almost proportional to $T$. Near the example composition, and as long as regeneration remains rapid, a given percentage increase in iron therefore raises the radical level more than the same percentage increase in peroxide.

\section*{(e) Can the wafer regenerate the iron fast enough?}

\textbf{Question.} Suppose the wafer reduces every ferric ion that reaches it, and that no other regeneration occurs. The liquid is a still film of thickness $h$ between wafer and pad. When is the assumption of part (b) justified? Compare $h=1$ and 20 $\mu$m, with iron diffusion constant $D_{\rm Fe}=6\times10^{-10}$ m$^2$/s.

\textbf{Solution.} Let $x$ be the distance from the wafer. Both iron ions are given the same diffusion constant, so their total remains uniform. The small term $k_FR$ is neglected beside $q$. The steady ferrous profile obeys
\begin{equation}
D_{\rm Fe}F''=qF,\qquad F(0)=T,\qquad F'(h)=0.
\end{equation}
The first boundary condition expresses complete reduction at the wafer, the second an inert pad. The solution is
\begin{equation}
F(x)=T\,\frac{\cosh[\theta(1-x/h)]}{\cosh\theta},\qquad
\theta=h\sqrt{\frac{q}{D_{\rm Fe}}} .
\end{equation}
Integrating over the film, with $\int_0^h\cosh[\theta(1-x/h)]\,dx=(h/\theta)\sinh\theta$, gives the mean
\begin{equation}
\frac{\overline F}{T}=\frac{\tanh\theta}{\theta}\simeq1-\frac{\theta^2}{3}\quad(\theta\ll1).
\end{equation}
The well-mixed model gives $F/T\simeq1-q/k_r$ for large $k_r$. The two agree to this order if $q/k_r=\theta^2/3=qh^2/(3D_{\rm Fe})$, that is, if
\begin{equation}
k_r=\frac{3D_{\rm Fe}}{h^2}\qquad(\theta\ll1).
\end{equation}
For $h=1\ \mu$m this is 1800 s$^{-1}$, against $2q=76$ s$^{-1}$. The mean ferrous fraction is 0.98. Equation \eqref{bound} limits the error of $R_0$ to 4\%, and the positive root of \eqref{quad} lies 2\% below $R_0$.

For $h=20\ \mu$m, $\theta\simeq5.0$ and the ferrous fraction is 0.20. Because iron is a minor radical sink here, the local radical level is nearly proportional to $F$. Its mean is therefore about one fifth of $R_0$, near 0.06 nM. Rapid regeneration by the wafer alone is thus a property of thin contact zones, not of the open pad gap. Stirring of the film by the moving pad, or a reductant in solution, would raise the ferrous fraction.

\section*{(f) Does the metal consume the radicals?}

\textbf{Question.} Let the wafer also destroy every radical that reaches it. How far into the liquid does this lower $R$, and how much tungsten could these radicals oxidize? Take $D=2.2\times10^{-9}$ m$^2$/s for the radical and the 1 $\mu$m film with all iron ferrous.

\textbf{Solution.} Production per volume is $KR_0$ and loss is $KR$. With diffusion,
\begin{equation}
DR''-KR+KR_0=0,\qquad R(0)=0,\qquad R'(h)=0.
\end{equation}
The difference $R_0-R$ satisfies $D(R_0-R)''=K(R_0-R)$ and equals $R_0$ at the wafer. Hence
\begin{equation}
R(x)=R_0\left[1-\frac{\cosh[(h-x)/\lambda]}{\cosh(h/\lambda)}\right],\qquad
\lambda=\sqrt{\frac DK}=9.1\ \mathrm{nm}.
\end{equation}
Beyond a few times $\lambda$ the level is $R_0$, so the homogeneous result holds in nearly the whole film. The flux into the wafer is
\begin{equation}
J=DR'(0)=\frac{DR_0}{\lambda}\tanh\frac h\lambda=6.9\times10^{-8}\ \mathrm{mol\,m^{-2}s^{-1}} .
\end{equation}
Here $h\gg\lambda$ and the hyperbolic tangent is practically one. The film produces $KR_0h$ radicals per area and time, of which the fraction $J/(KR_0h)\simeq\lambda/h$, about 0.9\%, reaches the metal.

Oxidizing tungsten metal to W(VI) removes six electrons, and one hydroxyl radical accepts one. With the molar volume $V_{\rm W}=9.55\times10^{-6}$ m$^3$/mol, from a molar mass of 183.84 g/mol and a density of 19.25 g/cm$^3$, the removal rate is at most
\begin{equation}
\frac{JV_{\rm W}}6=1.1\times10^{-13}\ \mathrm{m/s}\simeq0.007\ \mathrm{nm/min}.
\end{equation}
Even if every radical made in the film reached the wafer, the limit would be 0.7 nm/min. If a radical were needed for just one of the six electrons, these figures would rise sixfold, to 0.04 and 4 nm/min. For comparison, take 100 nm/min as a rough removal rate in tungsten polishing. In this model, then, hydroxyl radicals made in solution cannot carry the removal directly. The estimate does not cover the secondary radicals of part (g), radicals created on the metal or on iron bound to particles, nor direct oxidation by ferric iron or peroxide.

\section*{(g) What the formula leaves out}

\textbf{Question.} Estimate the effect of secondary radicals, of consumption and of warming. Under which conditions does \eqref{R0} describe a real slurry?

\textbf{Solution.} A hydroxyl radical that attacks peroxide leaves HO$_2^\bullet$. Take as an upper estimate that each attack on an organic molecule also yields one HO$_2^\bullet$, through dissolved oxygen, which is assumed not to run out. The balances were extended by these reactions, with rough constants in M$^{-1}$s$^{-1}$:
\begin{itemize}
\item HO$_2^\bullet$ with itself ($8.3\times10^5$), with Fe$^{2+}$ ($1.2\times10^6$), with $^\bullet$OH ($7\times10^9$), and with peroxide, which returns $^\bullet$OH (3);
\item $^\bullet$OH with itself ($5.2\times10^9$).
\end{itemize}
Peroxide and organics were allowed to run down, and the oxidation products of the organics were not counted as scavengers. The equations were integrated numerically with an implicit method for stiff systems, for $k_r=1800$ s$^{-1}$ and iron initially ferrous, over 0.3 s, a rough time for slurry to pass under a wafer.

The ratio $R/R_0$ is 0.96 at 0.01 s and 0.99 at 0.3 s, where $R_0$ refers to the initial composition. This close agreement at the end is partly a cancellation. HO$_2^\bullet$ reaches 26 $\mu$M and oxidizes ferrous iron at $1.2\times10^6\times26\times10^{-6}\simeq31$ s$^{-1}$, nearly as fast as peroxide does. The ferrous fraction falls to
\begin{equation}
\frac{1800}{1800+38+31}\simeq0.96 .
\end{equation}
Against this, 8\% of the additive has been consumed. Since it held 38\% of the sink, $K$ drops by about 3\% and $R$ rises by as much. Peroxide has fallen by just 0.3\%. The calculation is well mixed and leaves out any loss of HO$_2^\bullet$ at the wafer. In a 1 $\mu$m film such loss could hold HO$_2^\bullet$ near 1 $\mu$M, and the ferrous fraction would then stay near 0.98. Over several seconds the additive would be largely used up, because its lifetime is about $1/(k_{\rm add}R_0)\simeq3.5$ s, and in this model the level would drift upward unless fresh slurry arrived. Scavenging by the oxidation products of the additive would weaken this rise.

The supply of oxygen is a further limit. In 0.3 s the radicals attack about 0.8 mM of additive, whereas air-saturated water holds only about 0.25 mM of oxygen, and the reactions of HO$_2^\bullet$ return too little to make up the difference. Without a further supply, organic radicals may react with peroxide instead and return $^\bullet$OH. If every attack on the additive ended in this way, its 38\% share of the sink would vanish and the level would rise by a factor of about $1/(1-0.38)\simeq1.6$.

The same calculation with $k_r=0$ gives $R/R_0=5\times10^{-4}$ at 0.3 s. The ferrous fraction is by then below $10^{-6}$, and nearly all of this remainder comes from HO$_2^\bullet$ reacting with peroxide. It scales with that poorly known constant: a value of 0.5 instead of 3 gives $9\times10^{-5}$. Either figure is a lower estimate for a real slurry, because the reduction of ferric iron by HO$_2^\bullet$ and its anion, superoxide, is left out. At pH 2 to 3 that reaction can hold the level at 0.3 s between a few tenths of a per cent and several per cent of $R_0$, taking constants from $10^3$ to $3\times10^5$ for HO$_2^\bullet$ and from $5\times10^7$ to $1.5\times10^8$ M$^{-1}$s$^{-1}$ for superoxide. The level then declines further, until the slow reduction of ferric iron by peroxide itself stops the fall; at a rate of about $3\times10^{-3}$ s$^{-1}$ this happens within a few seconds, at roughly 0.15 to 1.3\% of $R_0$. Without other regeneration, most of the initial ferrous iron is spent within a few times $1/q\simeq26$ ms, and \eqref{R0} does not describe the low level that remains.

With regeneration kept rapid and oxygen sufficient, warming changes the level more than secondary radicals and consumption do over 0.3 s. Take rough activation energies of 40 kJ/mol for the Fenton reaction and 14 kJ/mol for all sinks. At fixed composition, going from 25 to 45~$^\circ$C multiplies $R_0$ by
\begin{equation}
\exp\left[\frac{(40-14)\times10^3}{8.314}\left(\frac1{298.15}-\frac1{318.15}\right)\right]\simeq1.9 ,
\end{equation}
to about 0.56 nM. The oxidation rate $q$ grows by a factor of 2.8, so regeneration must be faster by the same factor to keep the bound \eqref{bound} unchanged.

Set beside a real tungsten slurry, a few per cent of peroxide, iron at the level of milligrams to tens of milligrams per litre and a pH of 2 to 3 are representative in rough terms. The glycol-like additive was chosen to compete visibly with peroxide and does not represent a particular product. Of the assumptions tested here with numbers, rapid regeneration is the most critical: in the still 20 $\mu$m gap of part (e), its failure lowers the mean level about fivefold. That figure leaves out the reactions of HO$_2^\bullet$ and superoxide with iron, which change it: with the rough constants above the mean level lies between about 0.16 and 0.32 of $R_0$, a three- to sixfold drop, depending on pH and on how fast these radicals reduce ferric iron. Where regeneration stays rapid, polishing at 45~$^\circ$C instead of 25~$^\circ$C raises the level by about a factor of two. The value 0.29 nM is therefore an estimate for thin contact zones at 25~$^\circ$C in which the wafer reduces ferric iron as fast as it arrives. An oxide-covered surface may be slower. If it reduces ferric iron with a surface rate constant $k_s$ (in m/s), regeneration in the film cannot exceed $k_s/h$, so that $k_s\gg qh\simeq4\times10^{-5}$ m/s is needed for $h=1\ \mu$m. The rate constants, the oxygen supply and the unknown effect of iron complexation add further uncertainty.
